\section*{Thermal Turning Condition of a Voltage-Driven Device with Arrhenius Conductance}

\section{Definitions and conventions}

A two-terminal device has one uniform temperature $T$ and stands in surroundings at temperature $T_0$. An ideal source fixes the voltage $V$ across it. The conductance is thermally activated,
\begin{equation}
G(T)=G_\infty\,e^{-E_a/kT},
\label{eq:G}
\end{equation}
with a prefactor $G_\infty$ and an activation energy $E_a>0$ that depend on neither temperature nor field. The current is $I=G(T)V$, and the Joule power is $V^2G(T)$. Cooling is linear: the heat leaving per unit time is $(T-T_0)/R_{\rm th}$, with a constant thermal resistance $R_{\rm th}$. With heat capacity $C_{\rm th}$, energy conservation reads
\begin{equation}
C_{\rm th}\frac{dT}{dt}=V^2G(T)-\frac{T-T_0}{R_{\rm th}} .
\label{eq:balance}
\end{equation}
The following abbreviations are used:
\begin{equation}
\Delta T=T-T_0,\quad T_a=\frac{E_a}{k},\quad \varepsilon=\frac{T_0}{T_a},\quad
R_0=\frac1{G(T_0)},\quad \tau=R_{\rm th}C_{\rm th},\quad s=\frac{T_a\,\Delta T}{T^2}.
\end{equation}
A turning point is a steady state at which the voltage is stationary as the temperature varies along the curve of steady states. The result to be derived is
\begin{equation}
\boxed{\;T-T_0=\frac{kT^2}{E_a}\;}\qquad\text{or equivalently}\qquad s=1 .
\label{eq:main}
\end{equation}
The temperature on the right is that of the device at the turning point. Putting $T_0$ there instead gives an approximation for small $\varepsilon$.

\section{First derivation: the curve of steady states}

\subsection{The stationary voltage}

Setting $dT/dt=0$ in \eqref{eq:balance} gives the voltage that holds the device at temperature $T$:
\begin{equation}
V^2=\frac{\Delta T}{R_{\rm th}G(T)} .
\label{eq:steady}
\end{equation}
Temperature serves as the parameter of the curve because each $T>T_0$ belongs to one positive voltage, whereas one voltage may belong to several temperatures. From \eqref{eq:G}, $d\ln G/dT=T_a/T^2$. The logarithmic derivative of \eqref{eq:steady} is therefore
\begin{equation}
\frac{d\ln V^2}{dT}=\frac1{\Delta T}-\frac{T_a}{T^2}=\frac{1-s}{\Delta T}.
\label{eq:dlnV}
\end{equation}
It vanishes if and only if $s=1$, which is \eqref{eq:main}. The first term expresses that a hotter device needs more power. The second expresses that a hotter device draws more power at the same voltage. At the turning point the two effects cancel.

\subsection{Maximum, minimum and the condition for their existence}

Multiplying \eqref{eq:main} by $T_a$ gives $T^2-T_aT+T_aT_0=0$, with roots
\begin{equation}
T_\mp=\frac{T_a}{2}\left(1\mp\rho\right),\qquad \rho=\sqrt{1-4\varepsilon}.
\label{eq:roots}
\end{equation}
They are real and distinct for $\varepsilon<1/4$, that is, for $E_a>4kT_0$. Both exceed $T_0$, since \eqref{eq:main} makes $\Delta T$ positive. Factoring the quadratic in \eqref{eq:dlnV},
\begin{equation}
\frac{d\ln V^2}{dT}=\frac{T^2-T_a\Delta T}{T^2\,\Delta T}
=\frac{(T-T_-)(T-T_+)}{T^2\,\Delta T}.
\label{eq:factor}
\end{equation}
The derivative is positive below $T_-$, negative between the roots and positive above $T_+$. Hence $T_-$ is a local voltage maximum, the threshold, and $T_+$ is a local minimum. Equation \eqref{eq:main} alone does not distinguish them.

At $\varepsilon=1/4$ the roots merge at $T=2T_0$. The numerator is then a perfect square, so the curve has a horizontal inflection and no maximum. For $\varepsilon>1/4$ the numerator has no real zero and the voltage rises monotonically with temperature. Activated conduction by itself is thus not sufficient for thermal switching.

For small $\varepsilon$, put $x=\Delta T/T_0$. The condition becomes $x=\varepsilon(1+x)^2$. Starting from $x\approx\varepsilon$ and inserting each result on the right gives first $x\approx\varepsilon+2\varepsilon^2$, then
\begin{equation}
\frac{\Delta T}{T_0}=\varepsilon+2\varepsilon^2+5\varepsilon^3+O(\varepsilon^4)
\label{eq:series}
\end{equation}
for the lower root. Its first term is the estimate $\Delta T\approx kT_0^2/E_a$.

\subsection{Threshold voltage and the current--voltage slope}

At a turning point $T_a\Delta T=T^2$, so the conductance ratio simplifies:
\begin{equation}
\ln\frac{G(T)}{G(T_0)}=T_a\left(\frac1{T_0}-\frac1T\right)
=\frac{T_a\,\Delta T}{T_0T}=\frac{T}{T_0}.
\label{eq:gain}
\end{equation}
Inserting $G(T_-)=R_0^{-1}e^{T_-/T_0}$ into \eqref{eq:steady} gives
\begin{equation}
V_{\rm th}^2=\frac{R_0\,(T_--T_0)}{R_{\rm th}}\,e^{-T_-/T_0}.
\label{eq:Vth}
\end{equation}
As $\varepsilon\to0$, $T_-/T_0\to1$: the temperature rise becomes a small fraction of $T_0$, yet the conductance still grows by a factor approaching $\exp(1)$.

The current follows from $I^2=V^2G^2=G\,\Delta T/R_{\rm th}$, so
\begin{equation}
\frac{d\ln I}{dT}=\frac12\left(\frac1{\Delta T}+\frac{T_a}{T^2}\right)=\frac{1+s}{2\Delta T},
\qquad
\frac{d\ln V}{dT}=\frac{1-s}{2\Delta T}.
\end{equation}
Their quotient is
\begin{equation}
\frac{d\ln I}{d\ln V}=\frac{1+s}{1-s}.
\label{eq:slope}
\end{equation}
The slope diverges at $s=1$ and is negative for $s>1$, where the device has negative differential resistance. The current itself rises with temperature throughout. Under an ideal current source there is consequently no turning point in this model, and the condition belongs to voltage drive.

\section{Second derivation: loss of stability at fixed voltage}

\subsection{Growth of a small deviation}

This derivation keeps the voltage constant and asks when a steady state ceases to restore itself. Multiplying \eqref{eq:balance} by $R_{\rm th}$ gives
\begin{equation}
\tau\frac{dT}{dt}=F(T,V),\qquad F(T,V)=R_{\rm th}V^2G(T)-\Delta T .
\label{eq:F}
\end{equation}
Let $T=T_s+\theta$, where $F(T_s,V)=0$ and $\theta$ is small. To first order $\tau\dot\theta=F_T\theta$, with
\begin{equation}
F_T=R_{\rm th}V^2G(T_s)\frac{T_a}{T_s^2}-1
=\frac{T_a(T_s-T_0)}{T_s^2}-1=s-1 .
\end{equation}
The second equality uses $R_{\rm th}V^2G(T_s)=T_s-T_0$. The deviation varies as $e^{\lambda t}$ with
\begin{equation}
\lambda=\frac{s-1}{\tau}.
\label{eq:rate}
\end{equation}
Here $s$ is the ratio of the extra Joule heat to the extra heat loss caused by a small warming. The state recovers for $s<1$. For $s>1$ a deviation of either sign grows: a small warming carries the device to the hot steady state above $T_+$ (a runaway, unless it starts close to $T_+$), a small cooling to the cool steady state below $T_-$. Stability is marginal at $s=1$, which is again \eqref{eq:main}.

Graphically, the Joule power and the heat loss are two curves plotted against $T$. They cross at an ordinary steady state and touch at a marginal one. Equal values and equal slopes together give the condition.

\subsection{What happens above threshold}

Marginal stability does not by itself show that the device switches. For that, compare $V$ with the steady voltage \eqref{eq:steady}, now written $V_s(T)$. Since $F=R_{\rm th}G(T)\,[V^2-V_s^2(T)]$, the device warms whenever $V>V_s(T)$. By \eqref{eq:factor}, $V_s(T)\le V_{\rm th}$ for all temperatures from $T_0$ to $T_+$. If $V>V_{\rm th}$, a device starting at $T_0$ therefore finds no steady state in that interval and heats beyond $T_+$. If $V<V_{\rm th}$, it stops at the cool steady state below $T_-$.

When the voltage is ramped, the cool state is followed closely only if the ramp is slow compared with the relaxation time $\tau/(1-s)$. This time diverges at threshold, so a ramp of finite rate passes $V_{\rm th}$ before the device has heated to $T_-$.

\subsection{Delay just above threshold}

Let $V^2=V_{\rm th}^2(1+\mu)$ with $0<\mu\ll1$, and write $T=T_-+\theta$ and $\Delta=T_--T_0$. At $T_-$ the condition gives $G'/G=T_a/T_-^2=1/\Delta$. Differentiating once more,
\begin{equation}
\frac{G''}{G}=\left(\frac{T_a}{T_-^2}\right)^2-\frac{2T_a}{T_-^3}
=\frac1{\Delta^2}-\frac{2}{T_-\Delta}.
\end{equation}
Because $R_{\rm th}V_{\rm th}^2G(T_-)=\Delta$, expansion of \eqref{eq:F} yields
\begin{equation}
F=(1+\mu)\left[\Delta+\theta+\frac{\theta^2}{2}\left(\frac1\Delta-\frac2{T_-}\right)+\dots\right]-\Delta-\theta .
\end{equation}
The terms $\Delta$ and $\theta$ cancel. From \eqref{eq:main} and \eqref{eq:roots}, $\Delta/T_-=T_-/T_a=(1-\rho)/2$, so $1-2\Delta/T_-=\rho$. To leading order
\begin{equation}
\tau\frac{d\theta}{dt}=\mu\Delta+\frac{\rho\,\theta^2}{2\Delta}.
\label{eq:normal}
\end{equation}
Most of the delay is spent where the two terms are comparable, at $|\theta|\sim\sqrt\mu\,\Delta$ for fixed $\rho$. The omitted terms $\mu\theta$ and $\theta^3$ are smaller there by a factor of order $\sqrt\mu$. The delay $t_d$ is the time to heat from $T_0$ to a fixed temperature well above $T_-$. It is the integral of $d\theta/\dot\theta$ between these temperatures, with $\dot\theta$ taken from \eqref{eq:normal} at leading order. The integration limits may be extended to infinity at this order, since the added tails contribute a time of order $\tau$. With $\int_{-\infty}^{\infty}d\theta/(a+b\theta^2)=\pi/\sqrt{ab}$, $a=\mu\Delta$ and $b=\rho/(2\Delta)$,
\begin{equation}
t_d\simeq\pi\tau\sqrt{\frac{2}{\mu\rho}}\qquad(\mu\to0,\ \rho>0\ \text{fixed}).
\label{eq:delay}
\end{equation}
The law fails as $\varepsilon\to1/4$, where $\rho\to0$ and the quadratic term disappears.

\section{A worked case}

Take round model parameters: $E_a=0.3$ eV, $T_0=300$ K, $R_0=1$ M$\Omega$, $R_{\rm th}=10^6$ K/W and $C_{\rm th}=10^{-15}$ J/K. Then $\tau=1$ ns, $T_a=3481.4$ K, $\varepsilon=0.0862$ and $\rho=0.8095$. The activation energy exceeds the minimum $4kT_0=0.103$ eV. The lower root is
\begin{equation}
T_-=\frac{3481.4}{2}(1-0.8095)\ \text{K}\approx331.6\ \text{K},
\qquad \Delta T\approx31.6\ \text{K}.
\end{equation}
The other side of \eqref{eq:main} agrees: $331.58^2/3481.4=31.58$ K. The estimate $kT_0^2/E_a=25.9$ K is 18\% below the full value, while three terms of \eqref{eq:series} give 31.3 K, about 1\% below it.

The conductance gain is $e^{331.58/300}=3.02$. Since $R_0/R_{\rm th}=1\ \text{V}^2/\text{K}$ here,
\begin{equation}
V_{\rm th}=\sqrt{31.58/3.020}\ \text{V}=3.23\ \text{V},\qquad
I_{\rm th}=3.234\times3.020\ \mu\text{A}\approx9.77\ \mu\text{A}.
\end{equation}
The power is $\Delta T/R_{\rm th}=31.6\ \mu$W. Direct maximization of the steady voltage gives the same threshold.

At 320 K, $s=0.680$: a deviation decays at the rate $0.320/\tau$, and the slope \eqref{eq:slope} is $1.680/0.320=5.25$. At 345 K, $s=1.316$: a deviation grows at $0.316/\tau$, and the slope is $-7.33$. Integrated trajectories reproduce both rates. Started at $T_0$ with $0.99V_{\rm th}$, the device settles at 325.1 K; with $1.01V_{\rm th}$ it runs away.

In the latter case $\mu=1.01^2-1=0.0201$, and \eqref{eq:delay} gives 34.8 ns. The integrated time to 1000 K is 31.55 ns, so the law is about 10\% too long relative to it. For $\mu=10^{-4}$ the error, relative to the law, is 0.68\%; for $\mu=10^{-6}$ it is 0.068\%. This tenfold drop is what a correction of order $\tau$ requires, because $t_d$ grows tenfold.

The upper turning point lies at 3150 K and 0.280 V. At $V_{\rm th}$ the hot steady state of the equations is at $1.1\times10^6$ K. Such a temperature shows that the model has been carried far outside its range: something left out of the model, such as melting or a current limit, must intervene first. The model describes the onset of purely thermal switching, not the on-state. Its numbers are also not those of a real device. At a typical volumetric heat capacity of $1.5\times10^6$ J/(m$^3$K), $C_{\rm th}=10^{-15}$ J/K corresponds to a size near 90 nm, so 3.23 V means a field of about 0.4 MV/cm. In a material with Poole--Frenkel conduction and relative permittivity 16, such a field lowers the barrier by about 0.11 eV, over a third of $E_a$. With that lowering and the same prefactor the threshold falls to about 1.1 V. The field-dependent case is treated in the next section.

\section{What each derivation assumes}

The two routes agree because the steady curve satisfies $F(T,V_s(T))=0$ identically. Differentiating along it, with $V_s^2$ as the voltage variable, gives
\begin{equation}
F_T+R_{\rm th}G\,\frac{dV_s^2}{dT}=0
\quad\Longrightarrow\quad
\frac{dV_s^2}{dT}=-\frac{F_T}{R_{\rm th}G}.
\end{equation}
Since $R_{\rm th}G>0$, a stationary voltage and marginal stability coincide, and a falling steady voltage means instability at fixed voltage.

The first derivation uses steady states alone. It needs no heat capacity and supplies the threshold voltage and the current--voltage curve, but no statement about stability. The second needs a law of motion: one thermal variable, positive heat capacity, and a current that follows the temperature without delay. In return it supplies growth rates and the switching delay. A temperature-dependent positive $C_{\rm th}$ would change those times but not the turning condition, because it multiplies only $dT/dt$.

Both derivations assume uniform temperature, linear cooling and a field-independent activation energy. If the loss is instead a function $Q(T)$, the same differentiation gives $Q'/Q=T_a/T^2$. If the field changes the activation energy, so that $T_a=T_a(V)$, differentiating $\ln\Delta T=\ln R_{\rm th}+2\ln V+\ln G(T,V)$ along the steady curve gives
\begin{equation}
\frac1{\Delta T}-\frac{T_a(V)}{T^2}
=\left(2+\frac{\partial\ln G}{\partial\ln V}\right)\frac{d\ln V}{dT}.
\end{equation}
As long as the bracket is positive, the condition keeps its form with the activation energy taken at the turning voltage. Equations \eqref{eq:roots} and \eqref{eq:Vth} are then no longer explicit solutions. A current filament, with its non-uniform temperature, lies outside both derivations.

Voltage drive is also essential. With a series resistor $R_L$, the source voltage is $V_{\rm src}=V(1+r)$, where $r=R_LG(T)$. Since $dr/dT=rT_a/T^2$,
\begin{equation}
\frac{d\ln V_{\rm src}^2}{dT}
=\frac1{\Delta T}-\frac{T_a}{T^2}+\frac{2r}{1+r}\frac{T_a}{T^2}
=\frac1{\Delta T}-\frac{T_a}{T^2}\,\frac{1-r}{1+r}.
\end{equation}
The turning condition becomes
\begin{equation}
\Delta T=\frac{kT^2}{E_a}\,\frac{1+r}{1-r}\qquad(r<1),
\end{equation}
which returns to \eqref{eq:main} as $r\to0$. In the worked case $R_L=0.02$ M$\Omega$ moves the threshold to 338.1 K, where $r=0.0739$. The formula gives $(338.07^2/3481.4)(1.0739/0.9261)=38.1$ K, as it should. The source voltage there is 3.45 V. With $R_L=0.10$ M$\Omega$ the source voltage rises monotonically and the turning point is gone. In general $R_L\ge R_0$ is sufficient to remove it, because then $r\ge1$ at every $T\ge T_0$ and the derivative stays positive.

\section*{Table of computed values}
\begin{verbatim}
Activation energy Ea = 0.3 eV
Ambient temperature T0 = 300 K
Ambient resistance R0 = 1.0 Mohm
Thermal resistance Rth = 1.0e+06 K/W
Heat capacity Cth = 1.0e-15 J/K
Thermal time tau = 1.00 ns
Ta = Ea/k = 3481.4 K
eps = k T0/Ea = 0.08617
sqrt(1 - 4 eps) = 0.80951
Smallest Ea for turning, 4 k T0 = 0.1034 eV
Lower turning temperature, optimized = 331.581 K
Lower turning temperature, formula = 331.581 K
Temperature rise at threshold = 31.581 K
k T^2/Ea at threshold = 31.581 K
Leading estimate k T0^2/Ea = 25.852 K
Three-term estimate of rise = 31.267 K
Conductance gain G(T)/G(T0) = 3.0200
Threshold voltage, optimized = 3.2338 V
Threshold voltage, formula = 3.2338 V
Threshold current = 9.766 uA
Threshold power = 31.581 uW
Upper turning temperature = 3149.77 K
Voltage at upper turning point = 0.2802 V
At 320 K: s = 0.6800, growth rate*tau = -0.3200
At 320 K: dlnI/dlnV = 5.249
At 345 K: s = 1.3162, growth rate*tau = 0.3162
At 345 K: dlnI/dlnV = -7.325
Settled temperature at 0.99 Vth = 325.141 K
Delay to 1000 K at 1.01 Vth, trajectory = 31.55 ns
Delay at 1.01 Vth, leading law = 34.83 ns
Relative error of delay law, mu = 1e-4: 6.76e-03
Relative error of delay law, mu = 1e-6: 6.76e-04
Series resistor that shifts turning = 0.02 Mohm
r = RL*G at shifted turning = 0.0739
Shifted turning temperature = 338.066 K
Source voltage there = 3.4473 V
Series resistor that removes turning = 0.10 Mohm
Hot steady state of model at Vth = 1.14e+06 K
\end{verbatim}
